# Plasmon width in the uniform electron gas and the exchange-correlation kernel, part 1

(Sections cited here and not found follow in the second part.)

## Plasmon damping in the uniform electron gas: one-pair kinematics, two-pair decay and the dynamic kernel

In an electron gas with $r_s=4$ the plasmon at $q=0.2$ Å$^{-1}$ lies at 5.99 eV in the random-phase approximation (RPA) and at 5.95 eV in the adiabatic local-density approximation (ALDA), and in both it has zero width. With the frequency-dependent Gross–Kohn–Iwamoto (GKI) kernel the peak lies at 5.96 eV and has a full width at half maximum of 0.0297 eV. At $q=0.1$ and $0.4$ Å$^{-1}$ the widths are 0.0074 and 0.116 eV, close to a factor of four per doubling of $q$. A screened two-pair kernel without exchange, computed at $q\to0$ and inserted in the same $q^2$ law, gives 0.010 eV at $0.2$ Å$^{-1}$. This value is an extrapolation: the expansion of the two-pair amplitude requires $q$ small against the smallest momentum transfer, 0.356 Å$^{-1}$, and the power of $q$ is tested only for the unscreened amplitude at $q\le0.0091$ Å$^{-1}$. The exact zero, the power of $q$ and the spread in the prefactor each have a different origin.

The system is the three-dimensional, unpolarized, translation-invariant electron gas at $T=0$. The algebra is in atomic units, with $v_q=4\pi/q^2$, $n=k_F^3/3\pi^2$, $\omega_p^2=4\pi n$ and $\mathbf q$ along $z$. The retarded density response is
$$\chi=\frac{\chi_0}{1-(v_q+f_{xc})\chi_0},\qquad \frac1\chi=\frac1{\chi_0}-v_q-f_{xc},$$
which defines the exact kernel $f_{xc}(q,\omega)$. The numbers come from the numerical check; "tested" means that the program asserts the statement.

### Why a real kernel gives no width

Moving an electron from $\mathbf p$ to $\mathbf p+\mathbf q$ costs $\Delta=qp_z+q^2/2$, and the independent-particle response at complex frequency $z$ is
$$\chi_0(q,z)=2\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right].$$
The integrand depends only on $p_z=k_Ft$, and the slice of the Fermi sphere at fixed $p_z$ has area $\pi k_F^2(1-t^2)$. With $\nu_\pm=z/qk_F\pm q/2k_F$ the denominators are $qk_F(\nu_--t)$ and $qk_F(\nu_++t)$. The identity $1-t^2=(1-\nu^2)+(\nu-t)(\nu+t)$ gives $\int_{-1}^1dt\,(1-t^2)/(\nu-t)=4\Psi(\nu)$ with
$$\Psi(\nu)=\frac\nu2+\frac{1-\nu^2}4\ln\frac{\nu+1}{\nu-1},\qquad \chi_0=\frac{k_F^2}{\pi^2q}\,[\Psi(\nu_-)-\Psi(\nu_+)],$$
where $t\to-t$ was used in the second term. For $z=\omega+i0$, $\omega>0$, the logarithm has imaginary part $-\pi$ when $|\nu|<1$ and none otherwise, so the pair spectrum is
$$S(q,\omega)=-\frac1\pi\,\mathrm{Im}\,\chi_0=\frac{k_F^2}{4\pi^2q}\left[(1-\nu_-^2)_+-(1-\nu_+^2)_+\right],$$
with $(x)_+=\max(x,0)$. The bracket is the area, in units of $\pi k_F^2$, of the annulus of transverse momenta for which $\mathbf p$ is occupied and $\mathbf p+\mathbf q$ is empty. It vanishes for $\nu_->1$, that is above the pair edge $\omega_+=qk_F+q^2/2$. At $q=0.2$ Å$^{-1}$ the edge is at 1.53 eV, far below the plasmon. The closed form is tested against the momentum sum inside and outside the continuum.

Let $f_{xc}$ be real and independent of frequency: zero in RPA, and $f_0=d^2(ne_{xc})/dn^2$ in ALDA, with $e_{xc}$ the exchange-correlation energy per electron. Take $K=v_q+f_{xc}>0$ and $D=1-K\chi_0$. Above the edge $\chi_0=\int_0^{\omega_+}d\omega'\,S\,2\omega'/(\omega^2-\omega'^2)$ is real, positive and decreasing in $\omega$, so $D$ rises monotonically from $D(q,\omega_+)$ to 1. There is exactly one real root $\omega_0$ if $D(q,\omega_+)<0$ and none otherwise. At the edge $\nu_-=1$, $\Psi(1)=1/2$ and $\nu_+=1+q/k_F$, so the critical wavevector obeys
$$K(q_c)\,\frac{k_F^2}{\pi^2q_c}\left[\tfrac12-\Psi(1+q_c/k_F)\right]=1 .$$
For $r_s=4$ ($k_F=0.9067$ Å$^{-1}$, $E_F=3.132$ eV, $\omega_p=5.891$ eV) this gives $q_c=0.857$ Å$^{-1}$ at 8.72 eV in RPA. With Slater exchange and PW92 correlation $f_0=-61.7$ eV Å$^3$, which lowers $K$ and moves the ALDA value to $0.785$ Å$^{-1}$ at 7.77 eV.

Near the root $\chi\simeq\chi_0/[D'(\omega-\omega_0+i0)]$ with $D'=\partial D/\partial\omega>0$, hence $-\mathrm{Im}\,\chi=\pi(\chi_0/D')\,\delta(\omega-\omega_0)$. The weight can be checked independently. The spectral representation $\chi(z)=\frac1\pi\int_0^\infty d\omega'(-\mathrm{Im}\chi)\,2\omega'/(z^2-\omega'^2)$ and the limit $\chi\to nq^2/z^2$ give the f-sum rule $\int_0^\infty\omega(-\mathrm{Im}\chi)\,d\omega=\pi nq^2/2$. At $q=k_F/2=0.453$ Å$^{-1}$ the delta function carries 0.990 of the sum in RPA and 0.988 in ALDA, and the continuum integral supplies the rest (tested to $10^{-5}$ of the sum).

The general statement follows from $-\mathrm{Im}\,\chi=|\chi|^2\,\mathrm{Im}(1/\chi)$. Above $\omega_+$, where $\chi_0$ is real,
$$-\mathrm{Im}\,\chi=-|\chi|^2\,\mathrm{Im}f_{xc}.$$
Wherever $\chi$ is finite, absorption above the one-pair continuum is carried by $\mathrm{Im}f_{xc}$, which must be negative or zero there. An adiabatic kernel is instantaneous, therefore real, so however accurate its static value it leaves above the edge only the delta function at the root of $D$, with no width and no background.

### The width at small $q$

For $\omega\gg qk_F$, expand $1/(\omega-\Delta)-1/(\omega+\Delta)=2\Delta/\omega^2+2\Delta^3/\omega^4+\dots$ Odd powers of $p_z$ average to zero and $\langle p_z^2\rangle=k_F^2/5$, so $\langle\Delta\rangle=q^2/2$ and $\langle\Delta^3\rangle=\tfrac32q^4k_F^2/5+q^6/8$. Then
$$\chi_0=\frac{nq^2}{\omega^2}\left[1+\frac{\tfrac35k_F^2q^2+\tfrac14q^4}{\omega^2}+\dots\right],\qquad \frac1{\chi_0}=\frac{\omega^2}{nq^2}-\frac{3k_F^2}{5n}+O(q^2).$$
Assume that $f_{xc}(\omega)=\lim_{q\to0}f_{xc}(q,\omega)$ is finite and smooth near $\omega_p$; the two-pair calculation shows in second order that the imaginary part is finite. Since $nq^2v_q=\omega_p^2$,
$$\chi=\frac{nq^2}{\omega^2-\Omega^2-i\,nq^2\,\mathrm{Im}f_{xc}},\qquad \Omega^2=\omega_p^2+q^2\left(\tfrac35k_F^2+n\,\mathrm{Re}f_{xc}\right).$$
Near the peak $\omega^2-\Omega^2\simeq2\omega_p(\omega-\Omega)$, and $f_{xc}$ may be taken at $\omega_p$ because the peak is displaced from $\omega_p$ only by $O(q^2)$. The denominator becomes $2\omega_p(\omega-\Omega+i\Gamma/2)$, a Lorentzian with
$$\Gamma=-\frac{nq^2\,\mathrm{Im}f_{xc}(\omega_p)}{\omega_p}+O(q^4),\qquad \Omega=\omega_p+q^2\,\frac{\tfrac35k_F^2+n\,\mathrm{Re}f_{xc}(\omega_p)}{2\omega_p}+O(q^4).$$
$\Gamma$ is the full width at half maximum. The amplitude decays as $e^{-\Gamma t/2}$ and the energy in the mode with lifetime $\hbar/\Gamma$. The factor $q^2$ is the ratio $f_{xc}/v_q$, so the law stands or falls with the finiteness of $\mathrm{Im}f_{xc}$ as $q\to0$.

### The decay channel: two pairs

Remove the macroscopic field by defining the proper response $1/\tilde\chi=1/\chi_0-f_{xc}$. Above the edge $\mathrm{Im}f_{xc}=\mathrm{Im}\tilde\chi/|\tilde\chi|^2$, and for $q\to0$ the denominator is $(nq^2/\omega^2)^2$. The golden rule reads $-\mathrm{Im}\tilde\chi=(\pi/V)\sum_m|\langle m|\rho^\dagger_{\mathbf q}|0\rangle|^2\delta(\omega-\omega_{m0})$ with $\rho^\dagger_{\mathbf q}=\sum_je^{i\mathbf q\cdot\mathbf r_j}$, and with all interaction terms of momentum transfer $\mathbf q$ left out, since these build $v_q$ in the denominator of $\chi$.

The lowest states available above $\omega_+$ have two holes $\mathbf p_1,\mathbf p_2$ and two particles $\mathbf p_1'=\mathbf p_1+\mathbf k+\mathbf q/2$, $\mathbf p_2'=\mathbf p_2-\mathbf k+\mathbf q/2$. The total momentum is $\mathbf q$, but $\mathbf k$ is free, and each pair can carry up to $kk_F+k^2/2$. At $q\to0$, energy $\omega$ is reachable when $k^2-2kk_F\le\omega\le k^2+2kk_F$, that is for $k$ between $\sqrt{k_F^2+\omega}-k_F$ and $\sqrt{k_F^2+\omega}+k_F$: from 0.356 to 2.170 Å$^{-1}$ at $\omega_p$.

To first order in the interaction $U$,
$$\langle m|\rho^\dagger|0\rangle=\sum_l\frac{\langle m|U|l\rangle\langle l|\rho^\dagger|0\rangle}{E_m-E_l}+\sum_l\frac{\langle m|\rho^\dagger|l\rangle\langle l|U|0\rangle}{E_0-E_l},$$
with unperturbed states and $E_m-E_0=\omega$. Let the field act on the line $1\to1'$, while $U$ transfers $\mathbf p_2'-\mathbf p_2$ to electron 2.

One intermediate momentum is $\mathbf s=\mathbf p_1+\mathbf q$. Write $X=c^\dagger_{1'}c^\dagger_{2'}c_2$. If $\mathbf s$ is empty, the field acts first; the operator string is $Xc_sc_s^\dagger c_1=(1-n_s)Xc_1$ and the denominator is $\omega-(\varepsilon_s-\varepsilon_1)$. If $\mathbf s$ is occupied, $U$ acts first; the string is $c_s^\dagger c_1Xc_s=Xc_s^\dagger c_1c_s=-n_sXc_1$, because a bilinear commutes with $X$, and the denominator is $\varepsilon_s+\varepsilon_2-\varepsilon_{1'}-\varepsilon_{2'}=-[\omega-(\varepsilon_s-\varepsilon_1)]$. The two signs cancel and $(1-n_s)+n_s=1$, so the occupation of $\mathbf s$ drops out.

The other intermediate momentum is $\mathbf t=\mathbf p_1'-\mathbf q$. Write $Y=c^\dagger_{2'}c_2c_1$. If $\mathbf t$ is empty, $U$ acts first, the string is $c_{1'}^\dagger c_tc_t^\dagger Y=(1-n_t)c_{1'}^\dagger Y$ and the denominator is $-[\omega-(\varepsilon_{1'}-\varepsilon_t)]$. If it is occupied, the field acts first, the string is $c_t^\dagger Yc_{1'}^\dagger c_t=-n_tc_{1'}^\dagger Y$ and the denominator is $+[\omega-(\varepsilon_{1'}-\varepsilon_t)]$. Again the sum is independent of $n_t$. With the same two terms for the field acting on electron 2, the direct amplitude is $M_d/V$ with
$$M_d=v(\mathbf p_2'-\mathbf p_2)A_1+v(\mathbf p_1'-\mathbf p_1)A_2,\qquad A_i=\frac1{\omega-\mathbf q\cdot\mathbf p_i-q^2/2}-\frac1{\omega-\mathbf q\cdot\mathbf p_i'+q^2/2}.$$
The exchange amplitude $M_x$ is $M_d$ with $\mathbf p_1'\leftrightarrow\mathbf p_2'$; it exists only for parallel spins and enters with a minus sign. An unrestricted sum over $\mathbf p_1\sigma,\mathbf p_2\sigma',\mathbf k$ counts an antiparallel state twice and a parallel state four times. For the latter $\tfrac14\sum(M_d-M_x)^2=\tfrac12\sum(M_d^2-M_dM_x)$, since $\sum M_x^2=\sum M_d^2$ by relabelling. Therefore
$$\mathrm{Im}\tilde\chi=-\frac\pi2\sum_{\sigma\sigma'}\int\frac{d^3p_1\,d^3p_2\,d^3k}{(2\pi)^9}\,n_1n_2(1-n_{1'})(1-n_{2'})\left(M_d^2-\delta_{\sigma\sigma'}M_dM_x\right)\delta(\omega-\omega_{m0}).$$

### Why the kernel is finite and the width goes as $q^2$

Each $A_i$ has the form $1/(\omega-x)-1/(\omega-y)=(x-y)/\omega^2+(x^2-y^2)/\omega^3+\dots$ For electron 1, $x=\mathbf q\cdot\mathbf p_1+q^2/2$ and $y=\mathbf q\cdot\mathbf p_1+\mathbf q\cdot\mathbf k$; for electron 2, $x=\mathbf q\cdot\mathbf p_2+q^2/2$ and $y=\mathbf q\cdot\mathbf p_2-\mathbf q\cdot\mathbf k$. To second order in $q$,
$$A_1=\frac{q^2/2-\mathbf q\cdot\mathbf k}{\omega^2}-\frac{(\mathbf q\cdot\mathbf k)(2\mathbf q\cdot\mathbf p_1+\mathbf q\cdot\mathbf k)}{\omega^3},\qquad A_2=\frac{q^2/2+\mathbf q\cdot\mathbf k}{\omega^2}+\frac{(\mathbf q\cdot\mathbf k)(2\mathbf q\cdot\mathbf p_2-\mathbf q\cdot\mathbf k)}{\omega^3}.$$
$A_1$ multiplies $v(\mathbf k-\mathbf q/2)$, as $v$ is even, and $A_2$ multiplies $v(\mathbf k+\mathbf q/2)$. The terms linear in $q$ are $\mp v\,\mathbf q\cdot\mathbf k/\omega^2$ and cancel, leaving $(\mathbf q\cdot\mathbf k)[v(\mathbf k+\mathbf q/2)-v(\mathbf k-\mathbf q/2)]=(\mathbf q\cdot\mathbf k)(\mathbf q\cdot\nabla v)$. With $\mathbf P=\mathbf p_1-\mathbf p_2+\mathbf k$,
$$M_d=\frac{vq^2}{\omega^2}+\frac{(\mathbf q\cdot\mathbf k)(\mathbf q\cdot\nabla v)}{\omega^2}-\frac{2v\,(\mathbf q\cdot\mathbf k)(\mathbf q\cdot\mathbf P)}{\omega^3}+O(q^3).$$
This form is tested point by point against the unexpanded amplitude for the Coulomb interaction.

The cancellation does not depend on perturbation theory. The term of $\rho^\dagger_{\mathbf q}$ linear in $q$ is $i\mathbf q\cdot\sum_j\mathbf r_j$, the centre-of-mass coordinate. For equal particles with kinetic energy $p^2/2$ and a translation-invariant interaction the Hamiltonian separates into centre-of-mass and internal parts, so this operator cannot excite internal motion. A uniform force accelerates all electrons alike, and collisions among them conserve the total current, because it is proportional to the total momentum. Translation invariance alone is not enough: if the kinetic energy is not quadratic in momentum, collisions that conserve momentum can still change the current, and the cancellation is lost. Internal excitation begins with the gradient of the velocity field, at order $q^2$ in the amplitude.

Thus $\mathrm{Im}\tilde\chi\propto q^4$, $\mathrm{Im}f_{xc}=\mathrm{Im}\tilde\chi\,\omega^4/n^2q^4$ is finite, and $\Gamma\propto q^2$. A Monte Carlo evaluation of the golden rule with the unexpanded amplitude at $\omega_p$, $q=0.0045$ and $0.0091$ Å$^{-1}$, gives the power 4.000. The cause is tested by deleting $A_2$, so that the collision partner takes momentum but does not feel the field; the power of the direct term is then 2.001. In that case $\mathrm{Im}f_{xc}\propto q^{-2}$ and the width formula gives a constant at $q\to0$. A lattice, impurities and phonons also absorb momentum without moving with the electrons, and the centre-of-mass argument fails for them. The $q^2$ law is a statement about the electron gas; in a crystal a width at $q=0$ is not forbidden.

### The two-pair kernel

At $q=0$ energy conservation is $\omega=\mathbf k\cdot\mathbf p_1+k^2/2-\mathbf k\cdot\mathbf p_2+k^2/2=\mathbf k\cdot\mathbf P$. Hence $\mathbf P=\hat{\mathbf k}\,\omega/k+\mathbf u_1-\mathbf u_2$, where $\mathbf u_i$ is the part of $\mathbf p_i$ perpendicular to $\mathbf k$. For the Coulomb potential $\nabla v=-2v\mathbf k/k^2$. With $\mu=\hat{\mathbf q}\cdot\hat{\mathbf k}$ the second term of $M_d$ gives $-2\mu^2$ and the longitudinal part of the third gives another $-2\mu^2$:
$$M_d=\frac{vq^2}{\omega^2}\left[1-4\mu^2-\frac{2\mu k}{\omega}\,\hat{\mathbf q}\cdot(\mathbf u_1-\mathbf u_2)\right].$$
In $M_d^2$, at fixed $\mathbf k$, the Pauli factors and the pair energies do not depend on the azimuths of $\mathbf u_1$ and $\mathbf u_2$ about $\mathbf k$. Terms linear in either vector vanish, and $(\hat{\mathbf q}\cdot\mathbf u)^2\to(1-\mu^2)u_x^2$, with $x$ any direction perpendicular to $\mathbf k$. The averages over $\mu$ are $\langle(1-4\mu^2)^2\rangle=1-\tfrac83+\tfrac{16}5=\tfrac{23}{15}$ and $4\langle\mu^2(1-\mu^2)\rangle=4(\tfrac13-\tfrac15)=\tfrac8{15}$. A pair of energy $\omega'$ contributes $S(k,\omega')$, spin sum included, or, when weighted with $u_x^2$, the transverse-current spectrum. Since $\int d^2u\,u_x^2=\pi R^4/4$ over a disc of radius $R$, the annulus gives
$$T(k,\omega')=\frac{k_F^4}{16\pi^2k}\left[(1-\nu_-^2)_+^2-(1-\nu_+^2)_+^2\right].$$
The terms $TS'$ and $ST'$ are equal after $\omega'\to\omega-\omega'$, which doubles $8/15$; the prefactor $1/2$ halves both coefficients:
$$\mathrm{Im}f_d(\omega)=-\frac\pi{n^2}\int\frac{d^3k}{(2\pi)^3}v_k^2\int_0^\omega d\omega'\left[\frac{23}{30}S(k,\omega')+\frac8{15}\frac{k^2}{\omega^2}T(k,\omega')\right]S(k,\omega-\omega').$$
The lower bound on $k$ keeps this finite at $\omega>0$ for the bare interaction. At $\omega_p$ quadrature gives $-289.8$ eV Å$^3$ and Monte Carlo on the unexpanded amplitude $-289.6\pm0.9$ eV Å$^3$ (tested).

For $\omega\gg E_F$, $k\gg k_F$, each $S$ is a narrow peak of weight $n$ at $k^2/2$, and the convolution tends to $n^2\delta(\omega-k^2)$. The $T$ term is smaller by a factor of order $k_F^2/\omega$, because $T\sim nk_F^2/5$ and $k^2/\omega^2=1/\omega$. Then
$$\mathrm{Im}f_d\to-\pi\,\frac{23}{30}\int\frac{k^2dk}{2\pi^2}\frac{16\pi^2}{k^4}\,\delta(\omega-k^2)=-\pi\,\frac{23}{30}\,\frac{8}{2k^3}=-\frac{46\pi}{15}\,\omega^{-3/2}.$$
Exchange replaces $\mathbf k$ by $-\mathbf P\simeq-\mathbf k$, under which $1-4\mu^2$ is even, so $M_x\to M_d$. The spin sum $4M_d^2-2M_dM_x$ halves the result:
$$\mathrm{Im}f_{xc}\to-c\,\omega^{-3/2},\qquad c=\frac{23\pi}{15}=4.817\ \text{a.u.}$$
At $400E_F=1253$ eV, Monte Carlo gives 4.862 a.u., 0.9% above $c$, with an exchange factor (total over direct) of 0.503; both are within the asserted tolerances of 1.5% and 0.01. At $\omega_p$ the factor is 0.793.

A real, frequency-independent kernel gives the plasmon no width below $q_c$, while two-pair decay gives a width proportional to $q^2$, with a bare kernel and a high-frequency tail that are now known. What remains is to include screening, construct the GKI kernel, and compare the widths they predict.
